# The Kompaneets equation and the null of the thermal Sunyaev–Zeldovich effect

## A special case: very soft photons

Let isotropic radiation of frequency $\nu$ and occupation number $n(\nu)$ scatter on electrons at temperature $T_e$, with $h\nu\ll kT_e\ll m_ec^2$ and also $n\,h\nu\ll kT_e$. Write $\theta=kT_e/(m_ec^2)$ and measure time by the mean number of scatterings, $d\tau=n_e\sigma_Tc\,dt$, where $n_e$ is the electron density and $\sigma_T$ the Thomson cross section.

A photon of direction $\mathbf e$ leaves in direction $\mathbf e_1$ with frequency $\nu_1$. In the rest frame of an electron of velocity $c\boldsymbol\beta$ a soft photon keeps its frequency, so $\nu(1-\boldsymbol\beta\cdot\mathbf e)=\nu_1(1-\boldsymbol\beta\cdot\mathbf e_1)$. Hence

$$\delta\equiv\frac{\nu_1-\nu}{\nu}=\boldsymbol\beta\cdot(\mathbf e_1-\mathbf e)+O(\beta^2).$$

The Maxwell distribution gives $\langle\beta_i\beta_j\rangle=\theta\,\delta_{ij}$, and $|\mathbf e_1-\mathbf e|^2=2(1-\cos\alpha)$ for scattering angle $\alpha$. The Thomson distribution, proportional to $1+\cos^2\alpha$, is even in $\cos\alpha$, so $\langle\cos\alpha\rangle=0$ and

$$b\equiv\langle\delta^2\rangle=2\theta .$$

Scattering from one photon state to another is as probable as the reverse, and the electron's energy changes by far less than $kT_e$. The factors $1+n$ of stimulated scattering cancel between gain and loss, up to a term of order $\theta n\,[n\,h\nu/(kT_e)]$ in the rate per scattering (it comes from the $n^2$ term of Lemma 1). This is small compared with $\theta n$, the scale of the separate Doppler terms found below. The occupation therefore changes at the rate $\langle n(\nu_1)-n(\nu)\rangle$. With $a=\langle\delta\rangle$, to second order in $\delta$,

$$\frac{\partial n}{\partial\tau}=a\,\nu\frac{dn}{d\nu}+\frac b2\,\nu^2\frac{d^2n}{d\nu^2}.$$

Scattering conserves the photon number, proportional to $\int\nu^2n\,d\nu$. Multiplying by $\nu^2$ and integrating by parts gives $(-3a+6b)\int\nu^2n\,d\nu=0$, so $a=2b=4\theta$. For a power law $n\propto\nu^{-s}$ the result is

$$\frac{\partial n}{\partial\tau}=\theta\,[-4s+s(s+1)]\,n=\theta\,s(s-3)\,n .$$

The low-frequency part of a Planck spectrum of temperature $T_r$ has $s=1$ and $n\,h\nu=kT_r$; for $T_r\ll T_e$ it is depleted at the rate $-2\theta n$. A power law steeper than $s=3$ is filled up. Since a Planck spectrum steepens with frequency, its distortion should change sign. To locate the change we need the spectrum's true curvature; to treat photons with $h\nu\sim kT_e$, or radiation with $n\,h\nu\sim kT_e$, we need recoil and stimulated scattering.

## Assumptions and theorem

1. The photons are homogeneous, isotropic and unpolarised. Compton scattering is the only process.
2. The electrons are non-degenerate, at rest in bulk, and held in a Maxwell distribution at $T_e$, with $\theta\ll1$.
3. The variable $x_e=h\nu/(kT_e)$ is of order one or less, so $h\nu\ll m_ec^2$.
4. The occupation $n$ varies little over one typical frequency change, which is of relative size $\sqrt\theta$.

**Theorem.** Let $dy=\theta\,d\tau$.

(a) To first order in $\theta$,

$$\frac{\partial n}{\partial y}=\frac1{x_e^2}\frac{\partial}{\partial x_e}\left[x_e^4\left(\frac{\partial n}{\partial x_e}+n+n^2\right)\right].$$

(b) Let the radiation start as a Planck spectrum of temperature $T_r$, and put $x=h\nu/(kT_r)$, $r=T_r/T_e$. To first order in $y$, with $y\ll1$ and $ry\ll1$,

$$\Delta n=y(1-r)\frac{x e^x}{(e^x-1)^2}\left[x\coth\frac x2-4\right].$$

(c) For $r\neq1$ this distortion has a single zero at finite $x>0$, namely $x=3.830$. For $T_r=2.725$ K it lies at 217 GHz.

The variable in (c) contains the radiation temperature, not the electron temperature.

## Lemma 1: the expanded collision term

Primes denote derivatives with respect to $x_e$; the subscript 1 marks quantities after scattering. Let $\Delta=h(\nu_1-\nu)/(kT_e)$, and define the rate-weighted average

$$\langle g\rangle=\frac1{n_e\sigma_T}\int d^3p\,f(\mathbf p)(1-\boldsymbol\beta\cdot\mathbf e)\int d\Omega_1\frac{d\sigma}{d\Omega_1}\,g ,\qquad \int d^3p\,f=n_e .$$

**Lemma 1.** With $I_1=\langle\Delta\rangle$, $I_2=\langle\Delta^2\rangle$ and $J=n'+n+n^2$, to second order in $\Delta$,

$$\frac{\partial n}{\partial\tau}=I_1J+\tfrac12I_2\,(J+J').$$

*Proof.* Photons enter the state considered by the reverse of the process that removes them. After averaging over spins and polarisations, microreversibility gives both processes the same kernel. The Boltzmann collision term is then an integral of this kernel times

$$f(\mathbf p_1)\,n(x_e+\Delta)\,[1+n(x_e)]-f(\mathbf p)\,n(x_e)\,[1+n(x_e+\Delta)].$$

The factors $1+n$ describe stimulated scattering. Energy conservation gives $E_1=E-kT_e\Delta$ for the electron, and $f\propto e^{-E/kT_e}$, so $f(\mathbf p_1)=f(\mathbf p)e^\Delta$. The common factor $f(\mathbf p)$ turns the integral into the average defined above:

$$\frac{\partial n}{\partial\tau}=\left\langle e^\Delta n(x_e+\Delta)(1+n)-n[1+n(x_e+\Delta)]\right\rangle .$$

Insert $e^\Delta=1+\Delta+\Delta^2/2$ and $n(x_e+\Delta)=n+\Delta n'+\Delta^2n''/2$. The zeroth order is $n(1+n)-n(1+n)=0$. The coefficient of $\Delta$ is

$$(n+n')(1+n)-nn'=n'+n+n^2=J .$$

The coefficient of $\Delta^2$ is

$$\left(\tfrac12n+n'+\tfrac12n''\right)(1+n)-\tfrac12nn''=\tfrac12n''+n'(1+n)+\tfrac12n(1+n).$$

Since $J'=n''+n'+2nn'$, half the sum $J+J'$ is

$$\tfrac12(n''+2n'+2nn'+n+n^2),$$

which is the same expression. ∎

## Lemma 2: the moments

**Lemma 2.** To first order in $\theta$,

$$I_2=2\theta x_e^2,\qquad I_1=\theta x_e(4-x_e),$$

while the third and higher moments of $\Delta$ are of order $\theta^2$ or smaller.

*Proof.* Electron speeds are of order $\sqrt\theta$. Recoil enters through $h\nu/(m_ec^2)=\theta x_e$, which counts as two powers of $\beta$. Therefore

$$\Delta=x_e\,\boldsymbol\beta\cdot(\mathbf e_1-\mathbf e)+O(\theta).$$

Terms of odd degree in $\boldsymbol\beta$ vanish on averaging over the isotropic electron directions, including those from the flux factor and the cross section. The second moment thus starts at order $\theta$ with the value already found, $I_2=x_e^2\cdot2\theta$, and its correction is of order $\theta^2$. The third moment would start at $\beta^3$, which averages to zero, so it is of order $\theta^2$, as is the fourth. Higher moments are smaller still. The first moment has no term linear in $\boldsymbol\beta$ and is of order $\theta$.

A direct calculation of $I_1$ would need every term of second order in $\beta$. Photon conservation supplies it instead. Put $A=x_e^2I_1$ and $B=x_e^2I_2=2\theta x_e^4$. Lemma 1 times $x_e^2$ reads

$$x_e^2\frac{\partial n}{\partial\tau}=AJ+\tfrac12B(J+J')=\left(\tfrac12BJ\right)'+JC,\qquad C=A+\tfrac12B-\tfrac12B' ,$$

because $\tfrac12BJ'=(\tfrac12BJ)'-\tfrac12B'J$. Take any smooth $n\ge0$ that vanishes outside a finite interval of positive $x_e$. The integral of the left side is zero, since scattering conserves photons, and the total derivative integrates to zero. Hence $\int JC\,dx_e=0$. Now replace $n$ by $\lambda n$. The moments do not depend on $n$, so

$$\lambda\int(n'+n)\,C\,dx_e+\lambda^2\int n^2C\,dx_e=0\quad\text{for all }\lambda>0 .$$

Both coefficients must vanish. If $C$ were non-zero at some point, an $n$ concentrated near that point would make $\int n^2C\,dx_e$ non-zero. So $C=0$, and

$$A=\tfrac12(B'-B)=\tfrac12(8\theta x_e^3-2\theta x_e^4)=\theta(4x_e^3-x_e^4).$$

Division by $x_e^2$ gives $I_1$. ∎

**Remark (gain and recoil).** The term $4\theta x_e$ is the Doppler gain of the opening case. The term $-\theta x_e^2$ is recoil, and can be checked separately. On an electron at rest, $\nu_1/\nu=1-(h\nu/m_ec^2)(1-\cos\alpha)$ to first order. Its average gives $\langle\delta\rangle=-h\nu/(m_ec^2)=-\theta x_e$, hence $\langle\Delta\rangle=-\theta x_e^2$. Gain and loss balance on average at $h\nu=4kT_e$.

**Remark (numerical test).** Both moments were also integrated with exact Compton kinematics, the Klein–Nishina cross section and a relativistic Maxwell distribution. Divided by $\theta$ and extrapolated to $\theta\to0$, the first moment is 3.0000, 3.0000 and −12.0000 at $x_e=1,3,6$, as $x_e(4-x_e)$ requires. At $x_e=2$, halving $\theta$ reduces the third and fourth moments by factors 3.998 and 4.015, in accordance with $\theta^2$.

## Proof of part (a)

With $C=0$, the identity in Lemma 2 leaves

$$x_e^2\frac{\partial n}{\partial\tau}=\left(\tfrac12BJ\right)'=\theta\,(x_e^4J)' .$$

Dividing by $\theta x_e^2$ and using $dy=\theta\,d\tau$ gives the Kompaneets equation. ∎

**Remark (equilibrium).** The photon flux along the frequency axis vanishes when $J=0$, that is, when $n'=-n(1+n)$. Then

$$\frac{d}{dx_e}\ln\frac n{1+n}=\frac{n'}{n(1+n)}=-1,\qquad n=\frac1{e^{x_e+\mu}-1},$$

with a constant $\mu$. This is a Bose–Einstein distribution at the electron temperature. The constant is fixed by the number of photons, which scattering cannot adjust. For $n$ to be positive and finite at all $x_e>0$ it must satisfy $\mu\ge0$, so such a state exists only if there are no more photons than in a Planck spectrum at $T_e$. Without the $n^2$ term the stationary state would be $n\propto e^{-x_e}$, so stimulated scattering is what makes the Planck spectrum stationary.

**Remark (where the expansion fails).** A spectral line much narrower than $\sqrt\theta\,\nu$ violates assumption 4: a single scattering usually carries the photon out of the line, and a Taylor series cannot describe this. For a smooth test away from equilibrium, $n=2x_ee^{-x_e}$, the unexpanded collision term extrapolated to $\theta\to0$ gives $\partial n/\partial y=4.3726$ at $x_e=1$ and −0.1582 at $x_e=5$. The Kompaneets equation gives the same values.

## Proof of part (b)

Substitute $x_e=rx$, so that $\partial/\partial x_e=r^{-1}\partial/\partial x$. The outer factors give $r^{-2}\,r^{-1}\,r^4=r$, and

$$\frac{\partial n}{\partial y}=\frac r{x^2}\frac{\partial}{\partial x}\left[x^4\left(\frac1r\frac{\partial n}{\partial x}+n+n^2\right)\right]=\frac1{x^2}\frac{\partial}{\partial x}\left[x^4\left(\frac{\partial n}{\partial x}+r(n+n^2)\right)\right].$$

The initial spectrum $n_0=1/(e^x-1)$ satisfies

$$n_0+n_0^2=\frac{e^x}{(e^x-1)^2}=-\frac{dn_0}{dx}.$$

The inner bracket becomes $(1-r)\,dn_0/dx$. Recoil and stimulated scattering together therefore change the size of the initial distortion but not its shape. Differentiating the product,

$$\frac{\partial n}{\partial y}=(1-r)\left[4x\frac{dn_0}{dx}+x^2\frac{d^2n_0}{dx^2}\right].$$

The ratio of the two derivatives is the logarithmic derivative of $e^x/(e^x-1)^2$:

$$\frac{d^2n_0/dx^2}{dn_0/dx}=1-\frac{2e^x}{e^x-1}=-\frac{e^x+1}{e^x-1}=-\coth\frac x2 .$$

Hence

$$\frac{\partial n}{\partial y}=(1-r)\,x\,\frac{dn_0}{dx}\left[4-x\coth\frac x2\right].$$

Inserting $dn_0/dx=-e^x/(e^x-1)^2$ reverses the sign of the bracket. For small $y$ the right side keeps its initial value, and multiplication by $y$ gives (b). ∎

**Remark (temperature and limits).** A small change $\Delta T$ of a Planck spectrum at fixed frequency changes $x$ by $-x\,\Delta T/T_r$, so $\Delta n=-x(dn_0/dx)\,\Delta T/T_r$. Comparison with (b) gives

$$\frac{\Delta T}{T_r}=y(1-r)\left[x\coth\frac x2-4\right].$$

For $r\ll1$ this tends to $-2y$ as $x\to0$, the value of the opening case, and to $y(x-4)$ for $x\gg1$. In the second limit $\Delta n/n_0\approx yx^2$, so linearisation in $y$ needs $yx^2\ll1$. Assumption 4 needs $\theta x^2\ll1$ there, because $n_0\approx e^{-x}$ changes by a factor of order $e^{x\sqrt\theta}$ in one scattering.

**Remark (number and energy).** For $r\ll1$, $x^2\Delta n=y\,d(x^4\,dn_0/dx)/dx$ integrates to zero: the photons missing at low frequency reappear at high frequency. The energy integral is

$$\int_0^\infty x^3\Delta n\,dx=-y\int_0^\infty x^4\frac{dn_0}{dx}dx=4y\int_0^\infty x^3n_0\,dx,$$

so the radiation gains the fraction $4y$ of its energy.

## Proof of part (c)

The prefactor in (b) has no zero at finite $x>0$, so the null requires $x\coth(x/2)=4$. Differentiate:

$$\frac d{dx}\left(x\coth\frac x2\right)=\coth\frac x2-\frac x{2\sinh^2(x/2)}=\frac{\sinh x-x}{2\sinh^2(x/2)}>0,$$

where $2\sinh(x/2)\cosh(x/2)=\sinh x$ was used. The function rises steadily from 2 at $x\to0$ without bound and takes the value 4 once. Written as $x=4\tanh(x/2)$, the condition shows that the root lies a little below 4; numerically it is $x=3.8300$. For $T_r=2.725$ K, $kT_r/h=56.780$ GHz, and

$$\nu=3.8300\times56.780\ \text{GHz}=217.47\ \text{GHz}.\qquad∎$$

**Remark (what fixes the null).** Its frequency is proportional to $T_r$, with slope 79.80 GHz/K, and at this order does not depend on $T_e$, $r$ or $y$. The unexpanded collision term confirms the independence of $r$: extrapolated to $\theta\to0$, its null lies at $x=3.83002$ for $r=10^{-6}$ and at 3.83001 for $r=0.5$. If the electrons are colder than the radiation, the signs on both sides of the null are exchanged. For $r\gg1$ the rate grows in proportion to $r$, so linearisation then needs $ry\ll1$ and $ryx^2\ll1$, and assumption 3 must hold for $x_e=rx$.

## Example: a hot cloud in front of 2.725 K radiation

Let the cloud be bathed on all sides in the isotropic radiation. Along a ray $c\,dt=dl$, so $\tau=\int n_e\sigma_T\,dl$ is the optical depth, and to first order in $\tau$ the radiation incident on each electron is the undistorted isotropic spectrum, so (b) applies with $y=\theta\tau$. Take $kT_e=5$ keV and optical depth 0.01. Then $\theta=0.009785$ and

$$y=0.009785\times0.01=9.785\times10^{-5}.$$

Here $r=4.7\times10^{-8}$ is negligible. At low frequency the temperature changes by $-2yT_r=-2\times9.785\times10^{-5}\times2.725$ K, or about −530 μK to first order in $\theta$. The specific intensity is $2h\nu^3n/c^2$, so its change is

$$\Delta I=\frac{2(kT_r)^3}{(hc)^2}\,x^3\Delta n,$$

with the prefactor equal to 269.9 MJy/sr. It has the same null as $\Delta n$. To first order in $\theta$ and $y$, rounded:

| $\nu$ (GHz) | $x$ | $\Delta T$ (μK) | $\Delta I$ (MJy/sr) |
|---|---|---|---|
| 30 | 0.53 | −520 | −0.014 |
| 150 | 2.64 | −250 | −0.10 |
| 217 | 3.82 | −2 | −0.001 |
| 350 | 6.16 | +580 | +0.18 |

The cloud appears as a dark patch below the null and a bright one above it. The small value at 217 GHz is not zero because the first-order null lies 0.47 GHz higher.

That residual is below the accuracy of the first-order theory. At the null $\theta x^2\approx0.14$, which is not very small. For these 5 keV electrons the unexpanded collision term, applied to a single scattering, vanishes at $x=3.873$, or 219.9 GHz. The upward shift of 2.4 GHz is 1.1 % of the first-order frequency. The table's slope near the null is about 2 μK per 0.47 GHz, so the shift corresponds to roughly 10 μK at 217 GHz, more than the tabulated −2 μK. The value 217 GHz is thus the limit for $\theta\to0$. The other rows also move at this temperature. The unexpanded single-scattering term gives −511, −245, −11 and +538 μK at 30, 150, 217 and 350 GHz, so away from the null the true magnitudes are smaller than the first-order ones by about 2 %, 3 % and 8 %. Repeated scattering is left out of both results. So is bulk motion, excluded by assumption 2: a velocity $v$ of the cloud along the line of sight adds $|\Delta T|\approx\tau(v/c)T_r$, which does not vanish at the null and is 27 μK for $v=300$ km/s. The numerical output lists the first-order values and the null to more digits.

## Computed values

```
Moments of energy transfer / theta, extrapolated to theta = 0
x_e   first   x_e(4-x_e)   second   2 x_e^2   (dimensionless)
1.0     3.0000     3.0000     2.0000     2.0000
3.0     3.0000     3.0000    18.0000    18.0000
6.0   -12.0000   -12.0000    71.9993    72.0000
moment 3 at x_e = 2: factor on halving theta = 3.998
moment 4 at x_e = 2: factor on halving theta = 4.015
Trial n = 2 x_e exp(-x_e): dn/dy from Boltzmann and Kompaneets
x_e = 1.0:   4.37264   4.37264 (dimensionless)
x_e = 2.5:   1.03676   1.03676 (dimensionless)
x_e = 5.0:  -0.15818  -0.15818 (dimensionless)
photon number change / y (integral of x^2 dn) = 1.0e-12
relative energy gain / y = 4.000000
null from x coth(x/2) = 4: x = 3.830016
null from Boltzmann, theta -> 0, T_r/T_e = 1e-06: x = 3.83002
null from Boltzmann, theta -> 0, T_r/T_e = 0.5: x = 3.83001
radiation temperature = 2.725 K
electron temperature kT_e = 5.0 keV
optical depth = 0.01
theta = 0.009785
T_r/T_e = 4.696e-08
y = 9.7848e-05
k T_r/h = 56.780 GHz
null frequency = 217.47 GHz
null frequency per kelvin of T_r = 79.80 GHz/K
low-frequency temperature change -2 y T_r = -533.27 microK
intensity unit 2(kT_r)^3/(hc)^2 = 269.91 MJy/sr
nu (GHz)   x   temperature change (microK)   intensity change (MJy/sr)
   30   0.5284    -520.92    -0.01407
  150   2.6418    -254.10    -0.10123
  217   3.8218      -1.91    -0.00092
  350   6.1642     583.97     0.17641
unexpanded single-scattering null at 5 keV: x = 3.8725
unexpanded single-scattering null at 5 keV = 219.88 GHz
upward shift of the null = 2.41 GHz
```
